# Electron mass in silica from Fowler-Nordheim current oscillations

An electron leaves the Fermi level of a cathode and tunnels into the conduction band of a thin oxide. It then travels to the anode, where part of its wave is reflected. Interference in the oxide puts a ripple on the tunnel current, and the problem is to read the band mass from that ripple.

Hartree atomic units are used ($\hbar=m_e=e=1$), with laboratory units for the example. The zero of energy is the cathode Fermi level. The oxide occupies $0<x<d$, carries a voltage $V$ and has the field $F=V/d$. Its band edge is $U(x)=\phi-Fx$, where $\phi$ is the barrier height and $V>\phi$. The oxide band is parabolic with mass $m$, both interfaces are abrupt, and there is no scattering. Motion is one-dimensional and, until part (f), at the Fermi level. Here $V$ is the voltage across the oxide, not the gate voltage.

## (a) What phase does the electron gather in the conduction band?

**Solution.** The electron enters the band at the turning point $x_t=\phi/F$, where $U=0$. Beyond it the kinetic energy is $F(x-x_t)$, so $k=\sqrt{2mF(x-x_t)}$. The path left to the anode is $d-x_t=(V-\phi)/F$. Hence

$$\zeta=\int_{x_t}^{d}k\,dx=\frac23\sqrt{2mF}\left(\frac{V-\phi}{F}\right)^{3/2}=\frac23\sqrt{2m}\,X,\qquad X\equiv\frac{(V-\phi)^{3/2}}{F}.$$

The phase depends on voltage and field through $X$ alone.

## (b) Separate the transmission into a smooth factor and an interference factor.

**Solution.** In the oxide, $\psi''=-2mF(x-x_t)\psi$. Put $z=q(x-x_t)$ with $q^3=2mF$. The equation becomes $\psi_{zz}=-z\psi$, so

$$\psi=a\,\mathrm{Ai}(-z)+b\,\mathrm{Bi}(-z).$$

*At the anode* the outgoing wave has amplitude $t$ and velocity $v_a$. Continuity of $\psi$ and of $\psi'/(\text{mass})$ gives $\psi=t$ and $\psi_z=iut$, with $u=mv_a/q$. Write $A(z)=\mathrm{Ai}(-z)$ and $B(z)=\mathrm{Bi}(-z)$. Eliminating $a$ from the two conditions gives

$$b\,(AB_z-A_zB)=t\,(iuA-A_z).$$

The Wronskian $\mathrm{Ai}\,\mathrm{Bi}'-\mathrm{Ai}'\,\mathrm{Bi}=1/\pi$ changes sign with the argument, so the bracket on the left is $-1/\pi$. Also $A_z=-\mathrm{Ai}'(-z)$. Therefore

$$|b|^2=\pi^2|t|^2\left[u^2\mathrm{Ai}^2+\mathrm{Ai}'^2\right],$$

with the Airy functions taken at $-z_d$, where $z_d=q(V-\phi)/F$.

*At the cathode* let the incident wave have unit amplitude and velocity $v_c$, and let $R$ be the reflected amplitude. Then $\psi(0)=1+R$ and $\psi'(0)/m=iv_c(1-R)$. Adding, $2=\psi(0)+\psi'(0)/(imv_c)$. Here $-z=s=q\phi/F$. For a thick barrier $\mathrm{Ai}(s)$ is exponentially smaller than $\mathrm{Bi}(s)$, and the $a$ term is dropped. With $\psi'(0)=-qb\,\mathrm{Bi}'(s)$,

$$4=|b|^2\left[\mathrm{Bi}^2(s)+\left(\frac{q}{mv_c}\right)^2\mathrm{Bi}'^2(s)\right].$$

The transmission is the flux ratio $T=v_a|t|^2/v_c$. Substituting $|t|^2$, then $|b|^2$, and writing $v_a=uq/m$ gives $T=T_{\rm s}\,O$ with

$$T_{\rm s}=\frac{4q/(\pi mv_c)}{\mathrm{Bi}^2(s)+(q/mv_c)^2\mathrm{Bi}'^2(s)},\qquad O=\frac{u}{\pi\,[u^2\mathrm{Ai}^2+\mathrm{Ai}'^2]}.$$

The factor $T_{\rm s}$ is the transmission without anode reflection. To see this, let the uniform field continue beyond $d$. The outgoing wave is then $b(B+iA)$, whose flux is $|b|^2(q/m)(BA_z-AB_z)=|b|^2q/(\pi m)$. Division by $v_c$ gives $T_{\rm s}$.

For large $s$, with $\eta=\tfrac23s^{3/2}$, one has $\mathrm{Bi}\approx e^{\eta}/(\sqrt\pi s^{1/4})$ and $\mathrm{Bi}'\approx s^{1/4}e^{\eta}/\sqrt\pi$. Since $q^2s=2m\phi=\kappa^2$,

$$T_{\rm s}\approx T_{\rm FN}=\frac{4\rho}{1+\rho^2}\exp\left[-\frac{4\sqrt{2m}\,\phi^{3/2}}{3F}\right],\qquad \rho=\frac{\kappa}{mv_c}.$$

At fixed emission energy the prefactor does not depend on voltage. This is the Fowler-Nordheim background.

Direct integration of the Schrödinger equation through 2000 thin slices, for the 5 nm film of part (e) between 3.5 and 6.5 V, agrees with $T_{\rm s}O$ to a few parts in a million.

## (c) Where are the maxima of $O$, and how are they spaced?

**Solution.** For large $z_d$, with $\theta=\zeta+\pi/4$,

$$\mathrm{Ai}(-z_d)\approx\frac{\sin\theta}{\sqrt\pi z_d^{1/4}},\qquad \mathrm{Ai}'(-z_d)\approx-\frac{z_d^{1/4}\cos\theta}{\sqrt\pi}.$$

The oxide velocity at the anode is $v_o=\sqrt{2(V-\phi)/m}$, and $q\sqrt{z_d}=mv_o$. Thus $u/\sqrt{z_d}=v_a/v_o\equiv r$, and

$$O\approx\frac{r}{\cos^2\theta+r^2\sin^2\theta}=\frac{r}{1+(r^2-1)\sin^2\theta}.$$

If $r=1$, then $O=1$: in this approximation the ripple comes from the velocity mismatch at the anode. At fixed $r$ the phase average of $O$ is one, because $w=r\tan\theta$ turns $\int r\,d\theta/(\cos^2\theta+r^2\sin^2\theta)$ over one period into $\int dw/(1+w^2)=\pi$. Reflection therefore redistributes transmission about the smooth law.

For slowly varying $r$ there are two cases:

- Fast anode, $r>1$: maxima need $\sin\theta=0$, so $\zeta_n=(n-\tfrac14)\pi$.
- Slow anode, $r<1$: maxima need $\cos\theta=0$, so $\zeta_n=(n+\tfrac14)\pi$.

In both cases successive maxima differ by $\Delta\zeta=\pi$, which is $2\pi$ for the round trip. By part (a) they are equally spaced in $X$, to leading order in large $\zeta$. The rule fails near $r=1$, where the ripple vanishes, and a sequence that crosses $r=1$ slips by half a period.

**How good is the leading order?** Put $\mathrm{Ai}(-z)=z^{-1/4}w(\zeta)$, with $\zeta=\tfrac23z^{3/2}$. Differentiating twice, the terms in $w_\zeta$ cancel and

$$w_{\zeta\zeta}+\left(1+\frac{5}{16z^3}\right)w=0,\qquad \frac{5}{16z^3}=\frac{5}{36\zeta^2}.$$

The local phase rate is about $1+5/(72\zeta^2)$. Integrated inward from infinity, it gives the phase $\zeta+\pi/4-5/(72\zeta)$. The zeros of Ai, which mark the fast-anode maxima, therefore lie at

$$\zeta_n\approx(n-\tfrac14)\pi+\frac{5}{72(n-\frac14)\pi}.$$

The correction shrinks with $n$, so the early gaps are slightly too small: by 0.5% for the first and 0.15% for the second.

The slow change of $u$ also moves a maximum. Near a zero $z_n$ let $h=z_d-z_n$. Because $\mathrm{Ai}''(y)=y\,\mathrm{Ai}(y)$, the bracket $u^2\mathrm{Ai}^2+\mathrm{Ai}'^2$ is proportional to $1+(u^2-z_n)h^2$ to second order. With $\delta\zeta=\sqrt{z_n}\,h$ this is $1+(r^2-1)\delta\zeta^2$. Setting the derivative of $\ln O$ to zero gives

$$\delta\zeta\approx\frac{d\ln u/d\zeta}{2(r^2-1)}.$$

For the film of part (e) this is about $-0.001$ rad at the first maximum and $-0.002$ rad at the third, negligible beside $\pi$.

**A longer sequence.** A 10 nm film, with the other parameters of part (e), has 17 maxima between 3.35 and 12 V in the directly integrated $T/T_{\rm FN}$. Their gaps in $X$ lie between 0.995 and 1.000 of the predicted spacing, while their gaps in voltage range from 0.42 to 0.67 V. Between 4 and 12 V, the mean fractional position of the maxima, in units of the spacing, is 0.751 for the fast anode. It is 0.249 when the anode mass is raised to 40 to make the anode slow. The predictions are $3/4$ and $1/4$. With $v_a=v_o$ imposed at every voltage, $|\ln(T/T_{\rm FN})|$ stays below 0.032.

## (d) Invert the spacing to obtain the mass.

**Solution.** Let $D$ be the spacing in $X$. Then $\tfrac23\sqrt{2m}\,D=\pi$, so

$$D=\frac{3\pi}{2\sqrt{2m}},\qquad \boxed{m=\frac{9\pi^2}{8D^2}}.$$

In SI units, with $V$ and $\phi$ in volts and $F$ in V/m, the wave number is $\sqrt{2meF(x-x_t)}/\hbar$. The same integration gives

$$m=\frac{9\pi^2\hbar^2}{8eD^2},\qquad \frac{m}{m_e}=\frac{0.84607\ \mathrm{V\,nm^2}}{D^2}.$$

The anode velocity and the cathode prefactor have dropped out; they set the contrast and the size of the current. A small relative error in $D$ doubles in $m$, with opposite sign. For given peak voltages $X\propto d$, so the inferred mass varies as $d^{-2}$.

## (e) Recover the mass from a calculated 5 nm film.

Take $d=5.0$ nm, $\phi=3.1$ eV and $m=0.50\,m_e$. The cathode has a Fermi energy of 0.2 eV and mass $0.3\,m_e$. The anode has mass $1.0\,m_e$, and its band bottom lies 15 eV below the oxide band edge. Use the maxima of $T/T_{\rm FN}$ between 3.5 and 6.5 V.

**Solution.** Direct integration gives:

| $n$ | $V$ (V) | $F$ (MV/cm) | $X$ (V$^{1/2}$ nm) |
|---|---:|---:|---:|
| 1 | 3.946 | 7.89 | 0.9866 |
| 2 | 4.782 | 9.56 | 2.2811 |
| 3 | 5.634 | 11.27 | 3.5799 |

For the first row, $X=(0.8464)^{3/2}/0.789=0.987$ in these units. The gaps are 1.2945 and 1.2988 V$^{1/2}$ nm, against a predicted 1.3008. They fall short by 0.5% and 0.15%, as the Airy correction requires. A straight-line fit to three equally indexed points has the slope

$$D=\frac{3.5799-0.9866}{2}=1.2967\ \mathrm{V^{1/2}\,nm},$$

$$\frac{m}{m_e}=\frac{0.84607}{(1.2967)^2}=0.503,\qquad m=4.58\times10^{-31}\ \mathrm{kg}.$$

This is 0.6% above the input mass.

The peak heights can be read too, since $\sin\theta=0$ gives $O\approx r$. At the first maximum $r^2=0.5\,(1+15/0.846)=9.36$, so $r=3.06$; the calculated $T/T_{\rm FN}$ is 3.06. At the third, $r=1.86$ and the calculated value is 1.89. The closer agreement at the first is accidental: the leading-order form of $O$ is about 1% off there, and a correction to the background offsets it. The contrast falls because the oxide velocity approaches the anode velocity.

## (f) Which neglected effects matter for this film?

**Solution.** *Energy spread.* An electron starting $\varepsilon$ below the Fermi level sees the barrier $\phi+\varepsilon$. Since $\partial\zeta/\partial\phi=-k_d/F$, where $k_d$ is the wave number at the anode, its round-trip phase is smaller by $2k_d\varepsilon/F$, and its maximum needs a higher voltage. The tunnelling weight falls roughly as $e^{-2\kappa\varepsilon/F}$, so more low-energy electrons take part at high field. Over these three maxima $k_d/F$ also grows. Both trends widen the gaps in $X$ and lower the inferred mass.

A three-dimensional electron gas at 300 K, with the normal motion treated as above, puts the maxima of current over smooth current at 4.00, 4.86 and 5.73 V. The inferred mass is 0.479, and 0.482 at 30 K, so temperature itself matters little here.

*The background.* The single-energy transmission has three maxima even before division by $T_{\rm FN}$, but the 300 K current has none in this voltage range. The equal-spacing rule therefore concerns the current divided by its smooth background. Replacing $T_{\rm FN}$ by a straight line fitted to $\ln T$ against $1/F$ changes the inferred mass only to 0.504.

*Image forces.* Classical attraction to each electrode, taken as two separate single images with optical permittivity 2.1 and the potential cut off at the electrode band bottoms, moves the maxima to 3.64, 4.55, 5.43 and 6.36 V. A fourth has entered the range, and the fit to all four gives 0.455, which is 9% below the input. This figure depends on how the divergence at the interfaces is cut off: placing the image planes 0.05 or 0.1 nm inside the electrodes instead gives 0.475 or 0.482. The sign of the shift is the same in these cases, but its size is uncertain by about a factor of two. Including the repeated images between two metallic electrodes raises these maxima by 0.04 to 0.06 V and gives 0.449. The background divided out here is the exponential barrier factor $e^{-2\int|k|dx}$ of the modified potential. With the single images the gaps in $X$ are 1.37, 1.36 and 1.35 V$^{1/2}$ nm, all wider than the predicted 1.30, and the formula reads a wider gap as a lighter electron.

*Band shape.* Suppose $k^2=2mE(1+E/E_g)$ with $E_g=9$ eV and band-edge mass 0.50. Applying $\zeta=(n-\tfrac14)\pi$ to the first three maxima gives an inferred mass of 0.599, 20% too high. The wave number now grows faster than $\sqrt E$, and the parabolic formula reads this as a heavier electron. In such a band it returns a value that depends on the energies crossed, not the band-edge mass.

*Input errors.* With the peak voltages of part (e) held fixed, the inferred mass becomes

- 0.490 or 0.519 if $\phi$ is taken 0.1 eV too low or too high;
- 0.484 if $d$ is taken 0.1 nm too large.

If instead every oxide voltage is read 0.1 V too high, it becomes 0.504.

*Loss of contrast.* At the third maximum the round-trip phase is $2\zeta=17.3$ rad. At fixed voltage it is proportional to $d$, so a Gaussian thickness variation of 0.2 nm rms spreads it by $17.3\times0.2/5=0.69$ rad. Averaging a cosine over this spread multiplies the ripple by $e^{-0.69^2/2}=0.79$, if the accompanying change in tunnelling probability is ignored. That change also matters for the mass: thin places carry most of the current, so the current-weighted thickness is only 4.7 to 4.8 nm, and using the nominal 5 nm lowers the inferred mass to about 0.475. Scattering is more severe. The one-way path is $L=2.25$ nm. With mean free path $\lambda$, the probability of a round trip without scattering is $e^{-2L/\lambda}$, and the amplitude is its square root, $e^{-L/\lambda}$. For an assumed $\lambda=1.5$ nm this is $e^{-2.25/1.5}=0.22$.

**Beside a real device.** The parameters are rough values for an aluminium-gated silica film on n-type silicon. The last maximum, at 11.3 MV/cm, is at three quarters of a rough breakdown field of 15 MV/cm, so a real film would be under heavy stress. With energy spread the last maximum lies at 5.73 V, and the model current density at that voltage is about $4\times10^{-3}$ A/cm². Real films break the assumption of ballistic travel, which weakens the ripple as estimated above. Their bands need not be parabolic, and their electrodes polarize; in the estimates here these two effects move the mass by $+20\%$ and by $-4\%$ to $-10\%$, the latter depending on how the image potential is cut off. Sideways motion is a further simplification. A sideways energy $E_\parallel$ in the cathode becomes $E_\parallel m_c/m$ in the oxide, where $m_c$ is the cathode mass. For electrons at the Fermi level the barrier therefore changes by up to $0.2\,(0.3/0.5-1)=-0.08$ eV. Conserving sideways momentum in the 300 K current raises the inferred mass from 0.479 to 0.486. The quantized levels and separate valleys of a silicon accumulation layer are not included. The agreement in part (e) thus tests the inversion within its model; it does not measure the mass in silica. The remaining figures are in the numerical output.

## Numbers as computed

```
Oxide thickness: 5.0 nm
Barrier height: 3.1 eV
Input oxide mass: 0.50 electron masses
Cathode Fermi energy: 0.2 eV
Cathode mass: 0.3 electron masses
Oxide edge to anode band bottom: 15.0 eV
Anode mass: 1.0 electron masses
Constant C in m = C/D^2: 0.84607 V nm^2
Predicted spacing D: 1.3008 V^(1/2) nm
Phase at 5 V, quadrature: 6.32503 rad
Phase at 5 V, closed form: 6.32503 rad
Largest relative error, slices against Airy: 3.3e-06
Trigonometric form, largest error at 5 nm: 8.62 %
Trigonometric form, largest error at 50 nm: 0.86 %
10 nm film, number of maxima: 17
10 nm film, least and greatest X gap / D: 0.9952, 0.9999
10 nm film, least and greatest V gap: 0.417, 0.670 V
Mean offset X/D, fast and slow anode: 0.7508, 0.2486
Matched anode, largest |ln(T/T_FN)|: 0.0314
Example maxima, oxide voltage: 3.9464, 4.7821, 5.6341 V
Example maxima, field: 7.89, 9.56, 11.27 MV/cm
Example maxima, X: 0.9866, 2.2811, 3.5799 V^(1/2) nm
Example gaps in X: 1.2945, 1.2988 V^(1/2) nm
T/T_FN at the maxima: 3.057, 2.248, 1.885
Fitted spacing: 1.2967 V^(1/2) nm
Recovered mass: 0.5032 electron masses
Recovered mass: 4.5839 1e-31 kg
Mass shift, 1000 to 2000 slices: -1.6e-07
Maxima in undivided transmission and 300 K current: 3, 0
Mass, fitted straight background: 0.5036 electron masses
Mass from slope of that background: 0.5257 electron masses
Maxima with energy spread, 300 K: 3.9961, 4.8557, 5.7280 V
Mass with energy spread, 30 K and 300 K: 0.4824, 0.4792 electron masses
J/J_smooth at those maxima, 300 K: 2.143, 1.732, 1.548
Current density at last of them: 4.35e-03 A/cm^2
Optical permittivity for image force: 2.1
Maxima with image force: 3.6366, 4.5461, 5.4308, 6.3612 V
Mass with image force: 0.4555 electron masses
Image mass shift, 2000 to 4000 slices: 3.3e-04
Gap parameter of non-parabolic band: 9.0 eV
Mass with non-parabolic band: 0.5993 electron masses
Mass if phi is taken 0.1 eV low, high: 0.4902, 0.5192
Mass if thickness is taken 0.1 nm high: 0.4837
Mass if oxide voltage is taken 0.1 V high: 0.5045
Largest barrier shift from sideways motion: -0.080 eV
Ballistic path at last maximum: 2.249 nm
Contrast factor, 0.2 nm rms roughness: 0.787
Round-trip amplitude, 1.5 nm mean free path: 0.223
Last field / rough breakdown field of 15 MV/cm: 0.751
```
